Stable Scattering-Matrix Composition for Thick Multibarriers with Coupled Modes

**Definitions and conventions**

An electron of energy E moves along x through a fin of width w. The fin has hard walls at y = 0 and y = w, and the wavevector along its height is zero. The structure is a stack of layers, each with constant mass m and band edge V₀, between two identical leads. The model is coherent, single-electron and effective-mass, at zero bias. Side gates add the potential energy f(y − w/2) inside the stack but not in the leads.

Expand the wavefunction in the sines √(2/w) sin(pπy/w), p = 1…N, which satisfy the wall conditions in every layer. The coefficient vector ψ(x) obeys

−(ħ²/2) d/dx[(1/m) dψ/dx] + Wψ = Eψ,

W_pq = [ħ²π²p²/(2mw²) + V₀]δ_pq + f X_pq.

Here X_pq is the matrix element of y − w/2. Its diagonal vanishes by symmetry. For p ≠ q the constant w/2 drops out by orthogonality, and the product of sines becomes a difference of cosines:

X_pq = (1/w)∫₀ʷ y[cos((p−q)πy/w) − cos((p+q)πy/w)]dy.

Integration by parts gives ∫₀ʷ y cos(sπy/w)dy = −2w²/(π²s²) for odd s and zero for even nonzero s. Hence, for odd p+q,

X_pq = −(2w/π²)[1/(p−q)² − 1/(p+q)²] = −8wpq/[π²(p²−q²)²],

and X_pq = 0 otherwise. The tilt therefore couples modes of opposite parity.

Both ψ and φ = (1/m)dψ/dx are continuous at an interface. In each layer diagonalize the real symmetric matrix W = UεUᵀ and define the diagonal matrices

k = √(2m(E−ε))/ħ, Im k ≥ 0, v = k/m.

A mode with real k is open; one with k = iκ is closed. With a and b the amplitudes of the e^{ikx} and e^{−ikx} parts at a chosen point,

ψ = U(a+b), φ = iUv(a−b).

For a closed mode, a decays to the right and b decays to the left. Energies at which some k vanishes are excluded.

**What the direct product does**

The obvious scheme carries (a, b) from left to right. At an interface from layer 1 to layer 2, put Q = U₂ᵀU₁ and R = v₂⁻¹Qv₁. Continuity gives

a₂+b₂ = Q(a₁+b₁), a₂−b₂ = R(a₁−b₁).

Half the sum and half the difference give the interface matrix

½ [[Q+R, Q−R], [Q−R, Q+R]].

Crossing a layer of thickness d multiplies a by e^{ikd} and b by e^{−ikd}. For closed modes the second factor is e^{κd}, which grows. Let M be the product over the whole stack. For incidence from the left, a_L = 1, b_L = r, a_R = t and b_R = 0. The lower row gives M21 + M22 r = 0, so r = −M22⁻¹M21, and the upper row gives

t = M11 − M12 M22⁻¹ M21. (subtraction)

For incidence from the right, a_L = 0, b_L = t' and b_R = 1, so

t' = M22⁻¹. (inverse)

The two formulas lose accuracy in different ways.

Take one mode first. An interface matrix has determinant ¼[(1+R)² − (1−R)²] = R = v₁/v₂, and a layer has determinant 1. Between identical leads the velocity ratios cancel, so det M = 1 and

t = (M11M22 − M12M21)/M22 = 1/M22.

Through a thick barrier every entry of M is of order e^{κd}. The two products in the numerator are of order e^{2κd}, yet their difference is 1. With unit roundoff u, the subtraction has a relative error of order u e^{2κd}. The inverse involves no such cancellation and stays accurate until the exponential overflows. The decaying solution is lost from the matrix, but a single-mode transmission can still be recovered.

With coupled modes this rescue fails. For one thick layer with two closed modes, κ₁ < κ₂, the growing part of M22 is

M22 ≈ A diag(e^{κ₁d}, e^{κ₂d}) B,

where A and B come from the interfaces and mix the modes. Every entry then contains e^{κ₂d}, and rounding perturbs M22 by δM of order u e^{κ₂d}. The wanted inverse is of order e^{−κ₁d}, because the slowly decaying mode carries the transmission. To first order,

δ(M22⁻¹) = −M22⁻¹ δM M22⁻¹ ~ e^{−κ₁d} · u e^{κ₂d} · e^{−κ₁d}.

Dividing by e^{−κ₁d} gives a relative error of order u e^{(κ₂−κ₁)d}. A rapidly decaying mode that contributes nothing visible to the current thus destroys the answer for the mode that carries it. If A and B are diagonal, each mode is rounded separately and the inverse survives.

Both laws can be measured at E = 65 meV with the barrier material of the example below. For one mode, a fit of the logarithm of the error over κd = 4.5 to 15 has slope 1.96 against κd; the law gives 2. For two coupled modes with κ₁ = 0.6805 and κ₂ = 0.7441 nm⁻¹, a fit over (κ₂−κ₁)d = 10 to 27 has slope 1.02 against that variable; the law gives 1.

**Choosing the unknowns so that nothing grows**

The cure is to ask a different question of each piece: given the waves that enter it from both sides, which waves leave? For a section with left amplitudes (a₁, b₁) and right amplitudes (a₂, b₂), write

b₁ = r a₁ + t' b₂, a₂ = t a₁ + r' b₂.

*Interface.* Since Q is orthogonal, continuity can be written in the basis of layer 1:

a₁+b₁ = Qᵀ(a₂+b₂), v₁(a₁−b₁) = Qᵀv₂(a₂−b₂).

Let Y = Qᵀv₂Q. For incidence from the left, b₂ = 0 and a₂ = Q(a₁+b₁), so v₁(a₁−b₁) = Y(a₁+b₁). Collecting terms,

r = (v₁+Y)⁻¹(v₁−Y),
t = Q(1+r) = 2Q(v₁+Y)⁻¹v₁.

For incidence from the right, a₁ = 0. Put c = Qᵀb₂ and g = Qᵀa₂. Then b₁ = c+g and −v₁(c+g) = Y(g−c), which rearranges to (v₁+Y)g = (Y−v₁)c. Therefore

r' = Q(v₁+Y)⁻¹(Y−v₁)Qᵀ.

Also b₁ = c+g = 2(v₁+Y)⁻¹Yc, and YQᵀ = Qᵀv₂, so

t' = 2(v₁+Y)⁻¹Qᵀv₂.

The inverse exists. Open modes contribute positive real numbers to v and closed modes contribute positive imaginary ones, so v₁+Y = C+iD with C and D real, symmetric and positive semidefinite. If (C+iD)z = 0, then z†Cz + i z†Dz = 0, so both terms vanish, and hence Cz = Dz = 0. But C+D is positive definite away from thresholds, so z = 0.

*Layer.* Move the right-hand reference point across a thickness d. With P = e^{ikd}, the outgoing wave becomes Pa₂, and the incoming wave specified at the far edge reaches the near edge as Pb₂. Thus

t → Pt, r' → Pr'P, t' → t'P, r → r.

Every element of P has modulus at most 1. The growing factor is gone because each closed wave is now followed in the direction in which it decays.

*Joining sections A and B.* Let a₂ and b₂ be the amplitudes at the junction and a₃, b₃ those to the right of B. For incidence from the left, b₃ = 0, and

a₂ = t_A a₁ + r'_A b₂, b₂ = r_B a₂.

Hence a₂ = (1 − r'_A r_B)⁻¹ t_A a₁. Inserting this in a₃ = t_B a₂ and b₁ = r_A a₁ + t'_A b₂ gives

t = t_B(1 − r'_A r_B)⁻¹t_A,
r = r_A + t'_A r_B(1 − r'_A r_B)⁻¹t_A.

For incidence from the right, a₁ = 0, so a₂ = r'_A b₂ and b₂ = r_B a₂ + t'_B b₃. Hence b₂ = (1 − r_B r'_A)⁻¹t'_B b₃, and b₁ = t'_A b₂ and a₃ = t_B a₂ + r'_B b₃ give

t' = t'_A(1 − r_B r'_A)⁻¹t'_B,
r' = r'_B + t_B r'_A(1 − r_B r'_A)⁻¹t'_B.

When the inverse is expanded as a geometric series, where that converges, its terms are the repeated reflections between the two sections.

The algorithm starts with the interface from the left lead to the first layer. For each layer in turn it applies the layer rule and then joins the next interface. The work is a fixed number of N×N operations per layer, so it grows linearly with the number of layers.

**A limit that can be followed by hand**

For one mode and one barrier, let v be the lead value and iν the barrier value, with ν = κ/m_b, and let p = e^{−κd}. The first interface has t₁ = 2v/(v+iν) and r₁' = (iν−v)/(v+iν). The second has t₂ = 2iν/(v+iν) and r₂ = (iν−v)/(v+iν). Joining them through the layer gives

t = t₂pt₁/(1 − p²r₁'r₂) = 4ivνp/[(v+iν)² − (v−iν)²p²].

Divide numerator and denominator by p. The denominator becomes 2(v²−ν²)sinh κd + 4ivν cosh κd, so

t = 1/[cosh κd + (i/2)(ν/v − v/ν) sinh κd],

the familiar barrier amplitude. For κd ≫ 1 its modulus tends to 4vν e^{−κd}/(v²+ν²). The composed form reaches this limit through the small number p in the numerator, whereas the subtraction formula must find it as the difference of two large numbers.

**From amplitudes to transmission**

The differential equation gives ψ' = mφ and φ' = (2/ħ²)(W−E)ψ. Therefore

(ψ†φ)' = mφ†φ + (2/ħ²)ψ†(W−E)ψ

is real, and Im ψ†φ, which is the particle current divided by ħ, is constant along x. In a lead, an open wave of amplitude a carries v|a|², while a closed wave that merely decays away from the stack carries nothing. The total transmission is therefore

T = Σ (k_p/k_q)|t_pq|² over open p and q,

where the equal lead masses have cancelled. With R defined in the same way from r, T+R equals the number of open lead modes, which is also the upper limit of T.

The inverse formula supplies t' instead of t, but the total transmission is the same. Let n be the number of open modes in each lead, and multiply every open-mode amplitude from q to p by √(k_p/k_q). Current conservation for arbitrary incident waves then makes the matrix S = [[r, t'], [t, r']] unitary. The first diagonal block of S†S = 1 gives Tr r†r + Tr t†t = n, and that of SS† = 1 gives Tr rr† + Tr t't'† = n. Since Tr r†r = Tr rr†, t and t' give the same T.

**Where composition itself becomes delicate**

Suppose 1 − r'_A r_B is singular. Then waves can circulate at the junction with nothing incident from outside. By current conservation such a state sends no current out, so it is a bound state of the two joined sections, with the outer layers continued to infinity. A narrow resonance comes close to this condition: the inverse becomes large, and errors in the phases are amplified. Closed-mode reflection amplitudes may then exceed one, since current conservation does not bound them. Composition removes the exponential loss with thickness, but not the physical sensitivity of a sharp resonance.

**Twelve barriers**

The example has twelve barriers of 4 nm and 0.25 eV, separated by eleven wells of 5 nm, so its length is 12·4 + 11·5 = 103 nm. The masses are 0.092 in the barriers and 0.067 in the wells and leads, in free-electron masses. The fin is 20 nm wide, f = 0.003 eV/nm (0.03 MV/cm), and N = 6. The first tilt element is X₁₂ = −16w/(9π²) = −3.60 nm, a coupling of −10.8 meV.

Two energies are used. At 65 meV the stack is opaque. At 86.4 meV it is the most transparent found between 70 and 110 meV on a grid of 0.1 meV. This is a narrow peak: T is below 0.5 at 86.3 and 86.5 meV, and a finer grid finds other peaks with T close to 1. Two lead modes, with thresholds 14.0 and 56.1 meV, are open at both.

The reference values come from a different route. With G the product of matrix exponentials that carries (ψ, φ) through the stack, the lead conditions are

(t, ivt) = G(1+r, iv(1−r)),

solved for r and t with 150 digits. G contains growing solutions too, but 150 digits leave room for them. The other columns use double precision and give the error of T relative to this reference.

At 65 meV:

barriers | T | composed | inverse | subtraction
1 | 1.5×10⁻² | 2×10⁻¹⁶ | 9×10⁻¹⁶ | 2×10⁻¹⁴
4 | 5.0×10⁻⁸ | 3×10⁻¹⁵ | 1×10⁻¹² | 6×10⁻²
8 | 3.2×10⁻¹⁵ | 2×10⁻¹⁵ | 0.55 | 3×10⁶⁰
12 | 2.0×10⁻²² | 4×10⁻¹⁶ | 1.0 | 1×10¹⁰⁰

At 86.4 meV:

barriers | T | composed | inverse | subtraction
4 | 0.9997 | 1×10⁻¹³ | 5×10⁻¹⁰ | 7×10⁻³
6 | 0.998 | 2×10⁻¹³ | 0.17 | 4×10²⁶
12 | 0.982 | 4×10⁻¹³ | 1.0 | 3×10⁷⁵

The second case shows that the failure does not require a small answer. The stack passes almost one full mode, yet both direct formulas are useless at twelve barriers. Nor is it overflow: the highest mode grows by e^{104} through the stack at 65 meV, far below the double-precision limit near e^{709}.

The rate of loss can be estimated. The highest mode has κ = 1.157 nm⁻¹ in the barriers, which accounts for 48·1.157 = 55.5 of the exponent 104.0. The wells supply the other 48.4, or 0.88 nm⁻¹ over 55 nm. One period thus adds 4·1.157 + 5·0.88 = 9.0. Between 8 and 12 barriers T falls by a factor 6.4×10⁻⁸, so the transmitted amplitude decays by ½·16.6/4 = 2.1 per period. The error of the inverse should therefore grow by about 9.0 − 2.1 = 6.9 in the exponent per period. From 4 to 6 barriers it rises from 1.0×10⁻¹² to 1.5×10⁻⁶, which is 7.1 per period.

Two changes, each made with the other settings fixed, confirm the cause at 65 meV and twelve barriers. Without the tilt, which removes the coupling, the error of the inverse is 6×10⁻¹⁵. With a single mode it is 7×10⁻¹⁵. Conversely, adding modes brings the failure forward. At 86.4 meV the error of the inverse first exceeds 1% at 12, 8, 6 and 5 barriers for N = 2, 4, 6 and 10. Yet going from 6 to 10 modes changes the composed T by only 1×10⁻⁴ of its value. (Two modes are too few here: they give T = 0.46.) Beyond six modes, refining the basis improves the physics only slightly and ruins the direct product sooner.

At 86.4 meV, T is 0.029 and 0.021 for one and three barriers but above 0.98 for the even numbers computed (2, 4, 6, 8 and 12). A single-mode periodic stack suggests why. If the transfer matrix M₁ of one period has determinant 1 and trace zero, as at the centre of a miniband, the Cayley–Hamilton theorem gives M₁² = −1, and pairs of periods are transparent. The propagating Bloch eigenvalues e^{±iθ} of the six-mode period bear this out: the lowest miniband spans about 80 to 94 meV, and cos θ is 0.002 at 86.4 meV and vanishes at 86.415 meV.

The largest norm of (1 − r'_A r_B)⁻¹ over the junctions is 89 at this energy, against 1.1 at 65 meV (condition numbers 163 and 1.8). Rounding errors can thus be amplified about a hundredfold, in keeping with errors that rise from about 10⁻¹⁵ to a few 10⁻¹³. The norm of the inverse is the relevant measure: for a single mode the condition number is 1 even on resonance. Over 3001 energies from 15 to 315 meV, T+R departs from the number of open modes by at most 2×10⁻¹².

**The model beside a real device**

The masses and barrier height are rough values in the regime of GaAs/AlGaAs. A numerically accurate T is not a prediction of equal accuracy. Letting the masses vary with energy, by factors 1 + E/(1.4 eV) in wells and leads and 1 − (0.25 eV − E)/(1.8 eV) in barriers, multiplies T at 65 meV by 5.7. Thickening every barrier by a monolayer, about 0.28 nm, multiplies it by 0.009. The slowest barrier mode alone gives exp(−2·0.680·0.28·12) ≈ 0.010. Motion along the fin height with energy k_BT at 300 K lowers the effective barrier by 7 meV, because the barrier mass is larger.

Within the coherent model, temperature matters more than any of these. With the Fermi level at 65 meV, the thermal average of T at 300 K is about 0.02, against 2×10⁻²² at the Fermi level itself; on the 0.1 meV grid doubling the step changes the average by 10%, and steps of about 0.01 meV or less across the minibands give 0.019. In this model the current at room temperature is carried by thermally excited electrons tunnelling through the minibands, about two thirds of it through the lowest one, and not by tunnelling at the Fermi level. At 86.4 meV the assumption of coherence is not justified at room temperature. The phase delay ħ d(arg t₁₁)/dE is 7.7 ps, while a rough mobility of 8000 cm²/Vs implies a scattering time of 0.30 ps, 25 times shorter. The coherent resonance should therefore not be expected at 300 K, and the values 0.02 and 2×10⁻²² also rest on coherence. In the opposite limit, with phase lost in every well, the barriers add in series and T at 65 meV is about 0.015/12 ≈ 1×10⁻³, with a thermal average near 2×10⁻³. The contrast of twenty orders is thus a property of the coherent model and not a prediction for a device. Other conduction valleys and soft or depleted side walls are left out, and their effect has not been sized.

Values computed for the example and the checks

```
fin width 20.0 nm, side field 0.030 MV/cm, modes 6
barrier 4.0 nm, 0.25 eV, mass 0.092; well 5.0 nm, mass 0.067
barriers 12, total length 103.0 nm
lead thresholds (meV): [ 14.03  56.12 126.28 224.5 ]
barrier mode energies (meV): [256.6 291.8 342.6 413.9 505.7 619.1]
barrier decay constants at gap energy (1/nm): [0.6802 0.74   0.8188 0.9179 1.0316 1.1568]
growth exponent of highest mode, whole stack: 103.96
ln(1/u), u = 2^-53: 36.74
one mode: kappa 0.6866 1/nm, error slope per kappa*d 1.959
two modes: kappa 0.6805, 0.7441 1/nm
two modes: error slope per (kappa2-kappa1)*d 1.017
gap energy 65.0 meV; relative errors of T:
 n   T reference   composed   inverse M22  subtraction
 1  1.511851e-02  2.2e-16   8.9e-16     2.4e-14
 2  1.997869e-04  1.9e-15   2.2e-15     6.4e-12
 3  3.146289e-06  1.8e-15   8.9e-16     3.7e-09
 4  5.000530e-08  3.4e-15   1.0e-12     6.1e-02
 6  1.265153e-11  3.6e-15   1.5e-06     3.7e+29
 8  3.201364e-15  1.8e-15   5.5e-01     2.5e+60
12  2.049860e-22  4.4e-16   1.0e+00     1.2e+100
band energy 86.4 meV; relative errors of T:
 n   T reference   composed   inverse M22  subtraction
 1  2.929130e-02  7.8e-16   5.6e-16     4.5e-14
 2  9.998469e-01  7.3e-14   3.1e-14     3.0e-14
 3  2.125323e-02  0.0e+00   1.8e-13     1.1e-10
 4  9.997182e-01  1.2e-13   5.4e-10     6.9e-03
 6  9.978293e-01  1.6e-13   1.7e-01     3.5e+26
 8  9.941829e-01  2.2e-13   1.0e+00     1.4e+44
12  9.817899e-01  3.8e-13   1.0e+00     3.4e+75
inverse M22, 12 barriers, no coupling: error 6.4e-15
inverse M22, 12 barriers, one mode: error 7.3e-15
modes: first barrier number with inverse-M22 error above 1%: {2: 12, 4: 8, 6: 6, 10: 5}
largest flux error over scan: 2.2e-12
largest condition number of 1-r'r at band energy: 1.63e+02
relative shift of T, 6 to 10 modes: gap 4.5e-05, band 1.0e-04
nonparabolic masses (gaps 1.4, 1.8 eV): gap T times 5.69
each barrier thicker by 0.28 nm: gap T times 0.00905
thermal average of T at 300 K, Fermi level at gap energy: 1.913e-02
its relative shift on doubling the energy step: 9.5e-02
barrier change for height-direction energy kT: -7.02 meV
scattering time for 8000 cm2/Vs: 0.305 ps
transmission phase delay at band energy: 7.655 ps
```
